Why a negative-U oxygen vacancy is never most stable singly charged

Definitions and conventions

An isolated oxygen vacancy can hold two, one or no electrons in its localized states. Its charge is then q = 0, +1 or +2 in units of the elementary charge e. Let W_q be the energy of the crystal with the vacancy in charge state q, W_bulk that of the perfect crystal, μ_O the energy per oxygen atom in the reservoir that receives the removed atom, and E_v the energy of the valence band edge. The Fermi level E_F is measured from E_v. Making charge state q sends q electrons to a reservoir at energy E_v + E_F, so the formation energy is

E_q(E_F) = W_q − W_bulk + μ_O + q(E_v + E_F).

Collecting the terms that do not contain E_F into an intercept E(q) gives

E_q(E_F) = E(q) + q E_F.

Each W_q is taken at the relaxed atomic geometry of its own charge state. All three energies refer to the same μ_O and the same E_F. The vacancies are dilute, so that one does not alter the energy of another. The quantity that decides the matter is

U = E(2+) + E(0) − 2E(+).

The claim is that, if U < 0, the + state is not the state of lowest formation energy at any value of E_F. "Most stable" means lowest formation energy throughout. It does not mean that no + vacancies exist at finite temperature, nor that a + vacancy, once made, disappears quickly.

First derivation: averaging at one Fermi level

Fix E_F at any value and add the formation energies of the 2+ and neutral states:

E₂ + E₀ = E(2+) + 2E_F + E(0).

Twice the formation energy of the + state is

2E₁ = 2E(+) + 2E_F.

Subtract the second line from the first. The terms 2E_F cancel, which leaves

E₂ + E₀ − 2E₁ = U.

The same cancellation removes any contribution of the form a + bq, because (a + 2b) + a − 2(a + b) = 0. The oxygen reservoir contributes a constant a, and a uniform shift of the electrostatic potential contributes bq. Neither changes U.

Physically, U is the energy change when two distant + vacancies exchange one electron:

2V(+) → V(2+) + V(0).

The number of electrons is the same on both sides, which is why the Fermi level has dropped out. If U is negative, the exchange releases energy.

Now divide the relation by two and solve for the mean of the two outer energies:

(E₂ + E₀)/2 = E₁ + U/2.

The smaller of two numbers a and b is (a + b)/2 − |a − b|/2, so it cannot exceed their mean. Therefore

min(E₂, E₀) ≤ E₁ + U/2 < E₁ for U < 0.

At least one of the states 2+ and 0 lies below the + state. Since E_F was arbitrary, the claim is proved.

Keeping the term |a − b|/2 tells how far the + state lies above the lower of the other two. Define the 2+/0 transition level as the Fermi level at which E₂ = E₀:

ε(2+/0) = [E(0) − E(2+)]/2.

Then E₂ − E₀ = E(2+) − E(0) + 2E_F = 2[E_F − ε(2+/0)], and

E₁ − min(E₂, E₀) = −U/2 + |E_F − ε(2+/0)|.

For negative U the right-hand side is never smaller than |U|/2. It takes that value at E_F = ε(2+/0), where the 2+ and neutral states tie, and it grows linearly on either side.

Second derivation: the window between two transition levels

The second route asks for which Fermi levels the + state could win. It has to beat each competitor separately. The condition E₁ < E₂ reads

E(+) + E_F < E(2+) + 2E_F.

Subtracting E(2+) + E_F from both sides gives

E_F > ε(2+/+), with ε(2+/+) = E(+) − E(2+).

The condition E₁ < E₀ reads E(+) + E_F < E(0), or

E_F < ε(+/0), with ε(+/0) = E(0) − E(+).

The + state is the single most stable state when both conditions hold:

ε(2+/+) < E_F < ε(+/0).

The width of this window is

ε(+/0) − ε(2+/+) = E(0) − E(+) − E(+) + E(2+) = U.

If U is negative, the upper limit lies below the lower limit and no number satisfies both conditions. A tie for lowest is excluded as well, since it would require ε(2+/+) ≤ E_F ≤ ε(+/0), which is equally impossible. This proves the claim again.

The route also settles the other signs. For U > 0, and with only these three charge states, the + state is most stable in a window of width U; a further charge state can narrow or remove that window. For U = 0 the two levels coincide and all three states tie at that one Fermi level; elsewhere the + state is not lowest. The strict inequality in the claim is therefore needed to exclude a tie.

A positive U does not guarantee a stable + state within the band gap. With intercepts 0, 6.0 and 12.3 eV for 2+, + and 0, U is 0.30 eV and the window runs from 6.00 to 6.30 eV. In a crystal with a gap of 5.7 eV it lies above the conduction band edge, and the 2+ state is lowest throughout the gap. The negative-U statement needs no such reservation, because it holds for every real E_F.

As a numerical test, 150 random sets of intercepts were scanned over Fermi levels from −1 to 8 eV in steps of 0.001 eV. In the 82 sets with U < 0 the + state was lowest at no scanned point. In the 68 sets with U > 0 the width of its window agreed with U to about two grid steps.

What each derivation assumes

Both derivations compare three relaxed energies under common reservoirs, and both neglect interactions between vacancies. They differ in their use of the Fermi level.

The first needs the three formation energies at one Fermi level only. Suppose that the intercepts themselves depended on E_F, for instance because free carriers screen the defect. One would then have a function U(E_F), and the averaging argument would still exclude the + state at each E_F where that function is negative. A single number settles the matter for all E_F when U does not depend on E_F. Constant intercepts, and hence linear formation energies, are sufficient for this.

The second uses linearity from the start, since it solves the inequalities for E_F and treats the transition levels as constants. In return it shows where a + window lies when there is one, and hence whether the window falls inside the gap.

Neither derivation requires that 2+, + and 0 be the only charge states. If a further state, such as a negatively charged one, is admitted, it is one more competitor and cannot make the + state lowest. Nor is a single type of vacancy site required. If U is negative at each site separately, a + vacancy at any site is beaten by the 2+ or neutral vacancy at that same site, so it cannot be the lowest state of the whole set.

How U can be negative

Two electrons on one vacancy repel each other, which by itself favours single occupation. Relaxation of the surrounding atoms can reverse this. A model with one lattice coordinate Q shows how. Let n = 2 − q be the number of trapped electrons, e₀ the energy of the one-electron level above the valence band edge at Q = 0, V the repulsion between two trapped electrons, g the coupling to the lattice and K the stiffness. The intercept energy at coordinate Q is

E(n, Q) = E(2+) + n e₀ + V n(n − 1)/2 − g n Q + K Q²/2.

Setting the derivative with respect to Q to zero gives −gn + KQ = 0, so Q_n = gn/K. At this point the last two terms add up to

−g²n²/K + g²n²/(2K) = −g²n²/(2K).

In the combination U the terms linear in n cancel. The repulsion contributes V, since it is present only for n = 2. The relaxation contributes −(g²/2K)(4 + 0 − 2·1) = −g²/K. Hence

U = V − g²/K.

The relaxation energy grows as the square of the electron number, so two electrons on one site gain more than two electrons on separate sites. U is negative when g²/K exceeds V.

If all three energies are instead evaluated at one common, frozen Q, the term −gnQ is linear in n and the term KQ²/2 is the same for all three. Both cancel, and U = V > 0. The sign of U can thus depend on whether each charge state has been relaxed, and the claim about the most stable state concerns the relaxed energies.

Worked example

The parameters are round numbers in the regime of a hafnia memory capacitor. The gap is 5.7 eV, and the intercepts are E(2+) = 0.2 eV, E(+) = 3.7 eV and E(0) = 6.8 eV. Then

U = 0.2 + 6.8 − 2 × 3.7 = −0.40 eV.

The transition levels, measured from the valence band edge, are

ε(2+/+) = 3.7 − 0.2 = 3.50 eV,
ε(+/0) = 6.8 − 3.7 = 3.10 eV,
ε(2+/0) = (6.8 − 0.2)/2 = 3.30 eV.

A + window would have to begin at 3.50 eV and end at 3.10 eV, so there is none. As E_F rises through 3.30 eV the most stable state changes directly from 2+ to neutral. At that point E₂ = 0.2 + 6.6 = 6.80 eV, E₀ = 6.80 eV and E₁ = 3.7 + 3.3 = 7.00 eV. The + state is 0.20 eV too high, which is |U|/2.

At E_F = 3.10 eV the + and neutral states tie at 6.80 eV, but the 2+ state lies lower, at 6.40 eV. At E_F = 3.50 eV the + and 2+ states tie at 7.20 eV, but the neutral state lies lower, at 6.80 eV. At each of the levels ε(+/0) and ε(2+/+), two states therefore cross above a third, lower one, and the lowest state does not change there.

The lattice model reproduces these intercepts with e₀ = 4.2 eV, V = 1.0 eV, K = 3500 eV/nm² and g = 70 eV/nm, values chosen for that purpose. Here g²/K = 1.4 eV, so that U = 1.0 − 1.4 = −0.40 eV. The relaxed coordinates are 0, 0.020 and 0.040 nm for 2+, + and 0. With the lattice frozen, the same parameters give U = +1.00 eV.

Finite temperature

At temperature T each charge state is weighted by its Boltzmann factor and its degeneracy. The + state has one unpaired electron and hence two spin states; the other two are taken as singlets. For vacancies in equilibrium at a given E_F the weights are

w₂ = exp(−E₂/kT), w₁ = 2 exp(−E₁/kT), w₀ = exp(−E₀/kT).

Divide all three by √(w₂w₀), and write x = √(w₂/w₀). The weights become x for 2+, 1/x for neutral, and for the + state

r = 2 exp{[(E₂ + E₀)/2 − E₁]/kT} = 2 exp(U/2kT).

The + fraction is r/(r + x + 1/x). Changing E_F changes x but not r. Since x + 1/x has its minimum value 2 at x = 1, the largest + fraction over all Fermi levels is

f_max = r/(r + 2) = 1/[1 + exp(−U/2kT)].

In the example −U/2 = 0.20 eV. With U held at this value at both temperatures, this gives f_max = 4.4 × 10⁻⁴ at 300 K and 0.065 at 873 K, a temperature representative of an anneal. The + state is thus rare at room temperature and a visible minority at the anneal, even where E_F favours it most.

One can also ask when the + state could be the most populated one. The larger of x and 1/x is at least 1, so this requires r > 1, or |U| < 2kT ln 2 for negative U. With U held at −0.40 eV the limit is reached near 3300 K, far above the temperatures considered here. Spin degeneracy can thus make the + state the most populated one although it is not the state of lowest formation energy, but not at the temperatures considered in this example.

How secure the sign is

If each of the three energies may be wrong by up to s, the worst combination changes U by s + s + 2s = 4s. The sign in the example is safe only if s is below |U|/4 = 0.10 eV.

One systematic error has a known leading form. When a charged vacancy is calculated in a periodically repeated cubic cell of side L with a neutralizing background, the calculated energy is too low by q²δ, where

δ = α e²/(8π ε₀ ε_r L), α = 2.8373,

and ε_r is the static relative permittivity. Correcting for it raises U by (4 + 0 − 2)δ = 2δ. For L = 1.0 nm and ε_r = 20, δ is 0.102 eV and 2δ is 0.20 eV. The intercepts above are taken as already corrected; without the correction they would have given U = −0.60 eV. With this leading term alone, an uncorrected U between −0.20 eV and zero would change sign in such a cell. In a cell this small, terms of order 1/L³ reduce the rise: to about 0.17 eV for a Gaussian charge of standard deviation 0.2 nm, and to about 0.13 eV if the screening charge is taken as spread uniformly over the cell.

Lattice vibrations add a free energy to each state, and the proof then applies to the sum. For M modes of frequency ω this free energy is M kT ln[2 sinh(ħω/2kT)], which tends to M kT ln(ħω/kT) at high temperature. If the modes are softer by a fraction σ in the + state alone, that state is favoured, and in the high-temperature limit U rises by −2M kT ln(1 − σ). An assumed 12 modes of 40 meV, softened by 5 %, raise U by about 0.095 eV at 873 K according to the full expression. This would raise the largest + fraction at that temperature from 0.065 to about 0.12, and it would lower the temperature at which the + state could become the most populated one from about 3300 K to about 1800 K.

An electric field F couples to the dipole p_q of each relaxed state with energy −F p_q. If no dipole exceeds p in size, U rises by at most 4Fp. For an assumed p = e × 0.05 nm and F = 3 MV/cm = 0.3 V/nm, this is 4 × 0.3 × 0.05 = 0.06 eV. Adding both rises, although the anneal and the full field need not occur together, leaves U near −0.25 eV. The sign survives these two assumed effects. With the same vibrational rise, it would no longer be guaranteed if the dipoles could exceed about e × 0.25 nm.

The model beside a real capacitor

The gap of 5.7 eV, the permittivity of 20, a film thickness of 10 nm and a field of 3 MV/cm are rough typical values for hafnia capacitors. The field is high: it is 0.6 of a rough breakdown field of 5 MV/cm. The intercepts are round numbers and have not been calculated for a particular crystal phase or vacancy site, so U = −0.40 eV is a property of the example and not a measured fact about hafnia. An operating device can break at least two of the assumptions. One is diluteness, if its vacancies lie close together. The other is equilibrium with one Fermi level. Under bias the two electrodes have different Fermi levels, and a vacancy that has captured or lost one electron may stay in the + state for some time. The equilibrium fraction of 4.4 × 10⁻⁴ at 300 K does not limit the + population during that time.

Two ways for a + vacancy to lose its electron show the scale. The first is thermal emission to the conduction band. The energy needed is at least the gap less the 2+/+ level, 5.7 − 3.50 = 2.20 eV. With a rough attempt rate ν = 10¹³ Hz, the time exp(2.20 eV/kT)/ν at 300 K without a field is of order 10²⁴ s. This is a lower estimate, because the rearrangement of the lattice can add to the barrier.

The second is tunnelling to an electrode. If the lattice does not move during the tunnelling, the electron's depth below the band edge is larger by the 0.70 eV relaxation energy, which makes φ = 2.90 eV. From the middle of the film the electron travels d = 5 nm, over which the field lowers the band edge by 0.3 × 5 = 1.5 eV. It arrives at a depth φ_d = 1.40 eV. The metal's Fermi level is taken to lie a rough 2.0 eV below the band edge, so the electron meets empty states. The tunnelling probability is about exp(−S), with

S = (2/ħ) ∫₀ᵈ √[2m(φ − eFx)] dx = [4√(2m)/(3ħeF)] (φ^(3/2) − φ_d^(3/2)).

The integral follows from the substitution y = φ − eFx, for which dx = −dy/(eF). With a rough tunnelling mass m of 0.2 electron masses, S = 33.4, and exp(S)/ν is about 30 s. Because S stands in an exponent, the time is very sensitive to the inputs: a mass of 0.1 electron masses gives S = 23.6 and a time of about 2 ms. The estimate leaves out the attraction of the 2+ vacancy left behind, which lowers the barrier and shortens the time. Two further simplifications err in the same direction. The depth of 2.90 eV is near the middle of the gap, where a single parabolic band overestimates the decay constant; replacing φ − eFx under the root by (φ − eFx)[1 − (φ − eFx)/5.7 eV], a two-band form, lowers S to 26.2 for the mass 0.2 and to 18.5 for the mass 0.1. And ν is a lattice frequency, whereas the prefactor for an electron tunnelling out of a short-range bound state into a metal is nearer 3 to 5 × 10¹⁴ Hz. It also leaves out other exits, such as capture of a second electron or transfer to a neighbouring vacancy.

With these three corrections the tunnelling time is roughly 0.1 to 1 ms for the mass 0.2 and roughly 0.04 to 0.3 μs for the mass 0.1. A + vacancy in the middle of the film could thus outlive a voltage pulse of 100 ns, but this is not assured for the lighter mass, and its lifetime is uncertain by many orders of magnitude. Detecting + vacancies after charge injection or illumination would therefore not by itself show that U is positive. The sign of U fixes which state is lowest in equilibrium; how soon that state is reached depends on the rates. The remaining values are listed in the numerical output.

Numbers as computed

```
Band gap (rough): 5.7 eV
Intercepts E(2+), E(+), E(0): 0.2, 3.7, 6.8 eV
U: -0.40 eV; least height of + above ground: 0.20 eV
Level 2+/+: 3.50 eV
Level +/0: 3.10 eV
Level 2+/0: 3.30 eV
E_F 2.00 eV: 2+ 4.20, + 5.70, 0 6.80 eV; lowest: 2+
E_F 3.10 eV: 2+ 6.40, + 6.80, 0 6.80 eV; lowest: 2+
E_F 3.30 eV: 2+ 6.80, + 7.00, 0 6.80 eV; lowest: 2+ and 0 tie
E_F 3.50 eV: 2+ 7.20, + 7.20, 0 6.80 eV; lowest: 0
E_F 4.50 eV: 2+ 9.20, + 8.20, 0 6.80 eV; lowest: 0
Random cases: 82 with U<0, 68 with U>0
Case with + window above gap: U 0.30 eV, window 6.00 to 6.30 eV
Lattice model e0, V: 4.2, 1.0 eV
Lattice model K: 3500 eV/nm^2; g: 70 eV/nm
Relaxed Q for 2+, +, 0: 0.000, 0.020, 0.040 nm
One-electron relaxation energy: 0.70 eV
U relaxed: -0.40 eV; U frozen: 1.00 eV
Largest + fraction at 300 K: 4.36e-04
Largest + fraction at 873 K: 6.55e-02
Temperature where + could be most populated: 3348 K
Safe error in each energy: 0.10 eV
Cubic image constant alpha: 2.8373
Cell side: 1.0 nm; static permittivity (rough): 20
Image term delta: 0.102 eV; rise of U: 0.204 eV
U without image correction: -0.60 eV
Vibrations assumed: 12 modes, 40 meV, 5 % softer in +
Vibrational rise of U at 873 K: 0.095 eV
Film: 10 nm; field: 3.0 MV/cm
Rough breakdown field: 5.0 MV/cm; field/breakdown: 0.60
Assumed dipole bound: e x 0.05 nm; rise of U: 0.060 eV
U with both rises: -0.25 eV
Electron depth in +: thermal 2.20, vertical 2.90 eV
Attempt rate (rough): 1e+13 Hz; tunnel mass (rough): 0.2 m_e
Thermal emission time at 300 K, no field: 9e+23 s
Metal Fermi level below band edge (rough): 2.0 eV
Tunnel distance: 5 nm; depth at electrode: 1.40 eV
Tunnel exponent: 33.4; tunnel time: 3e+01 s
```
